\section*{Counting the Isomers of an Octahedral Complex with Two Unsymmetrical Chelates}

\section{Problem}

A metal atom M is bound octahedrally to two identical chelating ligands AB and two identical monodentate ligands X. Each chelate binds through two unlike donors, A and B. Its two donors must occupy neighbouring (cis) sites; a chelate that reaches across the metal to the opposite (trans) site is excluded.

\begin{enumerate}
\item How many geometric isomers are there, if mirror images are counted together, and how many stereoisomers, if mirror images are counted apart?
\item Which isomers are chiral, and which can be recognized by the number of distinct ligand environments?
\item The compound is a precursor held at 400 K in a heated source for vapour deposition. What are the equilibrium populations if all isomers have equal energy, and how sensitive are they to that assumption?
\end{enumerate}

The donor sites are written $\pm x,\pm y,\pm z$. The ligand AB is achiral, and the puckering of its ring and the internal conformations of X are averaged out, so that a structure is specified by the positions of the donors and by which A is linked to which B. Two such arrangements are the same stereoisomer if a proper rotation turns one into the other. They are the same geometric isomer if a rotation or a reflection does so. The 24 rotations of the octahedron form the group $O$; with the 24 improper operations they form $O_h$, of order 48.

\section{First estimate by scaling}

Count first the arrangements in a fixed frame, where differently oriented copies of one molecule count as different.

If the X ligands are trans, they lie on one of 3 axes. The other four sites form a square, which can be divided into two neighbouring pairs in 2 ways. Each chelate can be placed on its pair in 2 orientations, giving $2^2=4$ choices. If the X ligands are cis, they lie on one of 12 edges, say at $+x,+y$. The free sites $-x,-y,+z,-z$ can be paired in three ways, but the pairing that joins $+z$ to $-z$ is excluded, so 2 remain. Hence
\begin{equation}
n = 3\cdot 2\cdot 4 + 12\cdot 2\cdot 4 = 24+96 = 120 .
\end{equation}

A count with labelled ligands confirms this. Six labelled donors have $6!=720$ placements. A given chelate is trans in $6\cdot 4!=144$ of them, because the site of its A fixes the site of its B. Both are trans in $6\cdot4\cdot2=48$. These 48 are subtracted twice when each chelate is treated in turn, so they are added back once:
\begin{equation}
720-2\cdot144+48=480 .
\end{equation}
Exchanging the two chelates or the two X ligands changes nothing physical, so each arrangement has been counted $2\cdot2=4$ times, and $480/4=120$.

A molecule without symmetry appears in as many orientations as there are operations. The number of isomers should therefore scale as $n/|G|$, where $|G|$ is the order of the group:
\begin{equation}
N_{\rm stereo}\approx\frac{120}{24}=5,\qquad
N_{\rm geom}\approx\frac{120}{48}=2.5 .
\label{eq:estimate}
\end{equation}
A symmetric molecule has fewer distinct orientations, never more. The estimates are therefore lower bounds: there are at least 5 stereoisomers and, since the number is an integer, at least 3 geometric isomers.

\section{Exact solution}

\subsection{Patterns of trans pairs}

Ask which like donors stand opposite each other. If two of the pairs AA, BB and XX are trans, they fill two axes and the third pair must fill the remaining one. Exactly two trans pairs is thus impossible. Five patterns remain: all trans, only X trans, only A trans, only B trans, and all cis. Rotations and reflections preserve opposite sites, so different patterns are different geometric isomers. It remains to find how many isomers each pattern contains.

\emph{All trans.} The three kinds of donor are assigned to the three axes in $3!=6$ ways, all related by rotations. Take X at $\pm z$, A at $\pm x$ and B at $\pm y$. The donor at $+x$ can be linked to $+y$ or to $-y$; the other link is then fixed. A half-turn about $x$ leaves both A donors in place and exchanges the B donors, so it converts one linking into the other. There is one isomer. Reflection in the $xy$ plane exchanges the X ligands and leaves the chelates unchanged, so the isomer is achiral.

\emph{Only X trans.} With X at $\pm z$, the A donors occupy neighbouring corners of the square and the B donors the corners opposite them. The choice of axis and corners gives $3\cdot4=12$ donor arrangements, all related by rotations. Take A at $+x,-y$ and B at $-x,+y$. The A at $+x$ may not be linked to the opposite B at $-x$, so it is linked to $+y$; the A at $-y$ is then linked to $-x$. There is one linking, and the $xy$ plane is again a mirror plane. This gives one achiral isomer.

\emph{Only A trans.} By the same count there are 12 equivalent donor arrangements. Take A at $\pm z$, X at $+x,+y$ and B at $-x,-y$. Two linkings are allowed:
\begin{align}
&(+z,-x),\;(-z,-y), \label{eq:link1}\\
&(-z,-x),\;(+z,-y), \label{eq:link2}
\end{align}
where each bracket gives the site of A and then that of B. The reflection $z\to-z$ converts one into the other. To see whether a rotation can also do so, note that it would have to preserve the pair of X sites. A rotation that fixes both $+x$ and $+y$ is the identity. One that exchanges them must reverse $z$ to remain proper; it is the half-turn
\begin{equation}
x\leftrightarrow y,\qquad z\to -z .
\end{equation}
This takes $(+z,-x)$ to $(-z,-y)$, and so returns linking (\ref{eq:link1}) to itself. No rotation connects the two linkings. They are enantiomers: one geometric isomer, two stereoisomers.

\emph{Only B trans.} Interchanging the names A and B in the last argument gives one more enantiomeric pair.

\emph{All cis.} Every axis now carries two unlike donors. If two axes both carried A and B, the two X ligands would be left for the third axis and would be trans; the same holds for any repeated pair. The axes therefore carry AB, AX and BX, one each. These pairs can be assigned to the axes in $3!$ ways and directed in $2^3$ ways, giving 48 donor arrangements. The operations of $O_h$ are precisely the permutations of the axes combined with reversals of direction, so exactly one operation connects any two of these arrangements. Half of the operations are rotations, so the 48 arrangements form two mirror-image sets of 24. Take X at $+x,+y$, A at $+z,-y$ and B at $-x,-z$. The A at $+z$ cannot be linked to the B at $-z$, so the links are $(+z,-x)$ and $(-y,-z)$, with no alternative. This is one geometric isomer and two stereoisomers.

The totals are
\begin{align}
N_{\rm geom}&=1+1+1+1+1=5,\\
N_{\rm stereo}&=1+1+2+2+2=8 .
\end{align}
The two isomers with trans X ligands are achiral; the three with cis X ligands are chiral.

\subsection{An independent count by symmetry}

The same totals follow without drawing any isomer. Let $f(g)$ be the number of the 120 arrangements left unchanged by the operation $g$, and let $s(c)$ be the number of operations that leave arrangement $c$ unchanged. Counting the pairs $(g,c)$ with $gc=c$ in two orders gives
\begin{equation}
\sum_{g} f(g)=\sum_{c}s(c).
\end{equation}
An isomer has $|G|/s$ distinct orientations, because each orientation is reached by $s$ different operations. Each orientation has the same $s$, so each isomer contributes $(|G|/s)\,s=|G|$ to the right-hand side. Therefore
\begin{equation}
N=\frac{1}{|G|}\sum_{g}f(g).
\label{eq:burnside}
\end{equation}

An operation leaves an arrangement unchanged if it preserves the X pair and takes each chelate to itself or to the other one, A to A and B to B. The classes are as follows.

\begin{itemize}
\item The identity fixes all 120.
\item Threefold rotations move the sites in cycles of three, and sixfold improper rotations move them in a cycle of six. No pair of X sites survives, so they fix 0.
\item Quarter-turns about $z$, with or without reversal of $z$, preserve only the X pair $\pm z$. They turn the chelate edge $\{+x,+y\}$ into $\{+y,-x\}$, which belongs to the other pairing. They fix 0.
\item A half-turn about $z$ (3 such operations) requires X at $\pm z$: a chelate donor on the axis would stay while its partner moved. The chelates are exchanged. There are 2 pairings, and the orientation of one chelate (2 choices) fixes the other: 4.
\item A half-turn with $x\leftrightarrow y$, $z\to-z$ (6 such operations) allows three X pairs. For X at $\pm z$, only the pairing $\{+x,-y\},\{+y,-x\}$ works, with 2 orientations; the other pairing would exchange A and B within a chelate. For X at $+x,+y$ both pairings work, with 2 orientations each, giving 4. X at $-x,-y$ gives another 4. The sum is 10.
\item Inversion requires trans X ligands and exchanges the chelates: $3\cdot2\cdot2=12$.
\item Reflection $z\to-z$ (3 such operations) requires both chelates to lie in the mirror plane, hence X at $\pm z$: $2\cdot4=8$.
\item Reflection $x\leftrightarrow y$ (6 such operations) fixes $\pm z$. A chelate donor there would stay while its partner moved, so X is at $\pm z$. The pairing $\{+x,-y\},\{+y,-x\}$ then gives 2.
\end{itemize}

Equation (\ref{eq:burnside}) gives
\begin{align}
N_{\rm stereo}&=\frac{120+3\cdot4+6\cdot10}{24}=\frac{192}{24}=8,\\
N_{\rm geom}&=\frac{192+12+3\cdot8+6\cdot2}{48}=\frac{240}{48}=5 .
\end{align}

A third count used donor coordinates and no symmetry group. Arrangements were taken as geometrically equal if all scalar products between their donor vectors agreed, and as stereochemically equal if the signed volumes spanned by triples of donors agreed as well, after allowing for exchange of identical ligands. This also gave 5 and 8, both for a bite angle (the angle A--M--B) of $90^\circ$ and for one of $80^\circ$. This moderate distortion of the octahedron does not change the count.

\section{Comparison of estimate and exact result}

The estimate (\ref{eq:estimate}) gives 5 stereoisomers instead of 8, which is 37.5\% below the exact number, and 2.5 geometric isomers instead of 5, which is 50\% below. That the first estimate equals the exact number of geometric isomers is a numerical coincidence; the two numbers count different things.

The shortfall can be traced isomer by isomer. Let $m$ be the number of enantiomers of a geometric isomer and $\sigma$ the number of rotations that leave one of them unchanged.

\begin{center}
\begin{tabular}{lcccc}
Pattern & Point group & Arrangements & $m$ & $\sigma$\\
all trans & $C_{2h}$ & 12 & 1 & 2\\
only X trans & $C_{2v}$ & 12 & 1 & 2\\
only A trans & $C_2$ & 24 & 2 & 2\\
only B trans & $C_2$ & 24 & 2 & 2\\
all cis & $C_1$ & 48 & 2 & 1
\end{tabular}
\end{center}

Each stereoisomer has $24/\sigma$ orientations, so $n/24$ counts it with weight $1/\sigma$ instead of 1. Six stereoisomers have $\sigma=2$ and two have $\sigma=1$:
\begin{equation}
\frac{120}{24}=6\cdot\frac12+2\cdot1=5 .
\end{equation}
For geometric isomers the weight is the inverse order of the full point group:
\begin{equation}
\frac{120}{48}=\frac14+\frac14+\frac12+\frac12+1=2.5 .
\end{equation}
The scaling estimate would be exact if no isomer had any symmetry. Here only the all-cis isomer is counted at its full value.

\subsection{Two other cases}

Suppose the links are cut, so that A, B and X are all monodentate. There are then $6!/(2!)^3=90$ arrangements, and scaling gives $90/24=3.75$ stereoisomers and $90/48\approx1.9$ geometric isomers. The exact numbers are 6 and 5. The five patterns survive, but the only-A and only-B patterns lose their chirality, since their enantiomers differed only in the links. The all-cis isomer remains chiral through its donors alone.

Suppose instead that trans-spanning is allowed. The excluded pairings return, one for each position of the X pair, and add $3\cdot4+12\cdot4=60$ arrangements. Scaling gives $180/24=7.5$ and $180/48=3.75$; the exact numbers are 11 stereoisomers and 7 geometric isomers. These counts record only the donor sites and the links. One added isomer has trans X ligands and two trans-spanning chelates; it counts as achiral, because the plane of the four chelate donors is a mirror plane. In a real molecule the two backbones must pass around the metal and cannot both stay in this plane without crossing, which can remove the mirror symmetry. The other added isomer has cis X ligands, one cis chelate and one trans-spanning chelate. It has no symmetry and is a chiral pair. These two repeat the donor patterns ``only X trans'' and ``all cis'', so the pattern identifies the isomer only while trans-spanning is forbidden.

The achirality of AB is also essential. If both ligands have the same fixed handedness, a reflection produces a complex of the opposite ligand. The eight rotational classes remain, but no two are mirror images, and they become eight diastereomers.

\section{Ligand environments and populations}

In the first four isomers of the table some symmetry operation exchanges the two chelates, and some operation exchanges the two X ligands. Each kind of ligand then has one environment. The all-cis isomer has no such operation and has two AB environments and two X environments. A spectrum of one pure isomer, taken in an achiral medium, can therefore show whether it is the all-cis isomer, provided that exchange between the environments is slow on the time scale of the measurement and that no signals overlap by accident. Counted ligand by ligand, the number of environments cannot separate the other four. A spectrum resolves nuclei, however, and two prochiral groups on one ligand are equivalent only if an improper operation maps that ligand onto itself. The two methyl groups of an isopropoxide X give 2, 1, 2, 2 and 4 environments in the order of the table, and a pair lying on either side of the chelate plane (the hydrogens of an N--CH$_2$ group) gives 1, 1, 2, 2 and 4. With both probes only the two $C_2$ isomers remain unseparated by counting, and a doubled signal from such a group does not by itself indicate the all-cis isomer. In a mixture the test is weaker: two isomers with one AB environment each also give two AB signals, and these are equally strong if the two isomers are equally abundant.

For the populations, the classical rotational partition function of each enantiomer carries the factor $1/\sigma$, and the $m$ enantiomers have equal energy. If electronic energies, moments of inertia and vibrational factors are the same for all isomers, the weight of a geometric isomer is
\begin{equation}
w=\frac{m}{\sigma}:\qquad \frac12,\ \frac12,\ 1,\ 1,\ 2 ,
\end{equation}
in the order of the table. The sum is 5, so the populations are 10, 10, 20, 20 and 40\%. This sum is the estimate $120/24$ again: scaling gives the total statistical weight correctly, although it miscounts the species.

The equal-energy assumption is fragile. At $T=400$ K, $k_{\rm B}T=0.03447$ eV. The all-cis isomer outweighs the all-trans one by $2/(1/2)=4$, and this lead is cancelled if its energy is higher by
\begin{equation}
k_{\rm B}T\ln4=0.03447\ {\rm eV}\times1.386=0.0478\ {\rm eV}.
\end{equation}
For a chosen offset of 0.10 eV on the all-cis isomer alone, its weight becomes $2e^{-0.10/0.03447}=0.110$ and the sum becomes 3.110. Its population falls from 40\% to $0.110/3.110=3.5\%$; the others rise to 16.1, 16.1, 32.2 and 32.2\%.

Equilibrium also requires that the isomers interconvert. For a free-energy barrier $\Delta G^\ddagger$ along one exchange path, the Eyring rate with unit transmission gives the lifetime
\begin{equation}
\tau=\frac{h}{k_{\rm B}T}\,e^{\Delta G^\ddagger/k_{\rm B}T}.
\end{equation}
At 400 K, $\tau$ is 0.48 s for a barrier of 1.0 eV and $9.5\times10^5$ s for 1.5 eV. If paths with the lower barrier connect all the isomers, a mixture held hot for hours equilibrates. If no path has a barrier below the higher value, the mixture largely keeps the composition left by its synthesis for a few hours, but not necessarily for days. The lifetime along one path at 1.5 eV is about 11 days, and parallel paths add their rates: if every trigonal twist that keeps the chelates cis has this barrier, three to five paths leave each geometric isomer and its lifetime is about 2 to 4 days.

A $\beta$-ketoiminate, which binds through O and N, is a real ligand of type AB, and an alkoxide can serve as X. The temperature, the offset and the barriers are round model parameters, not data for a compound. Real isomers differ in donor interactions and crowding, so their energies need not be equal, and the example shows that an offset of 0.10 eV can reduce the all-cis population, the largest at equal energies, about elevenfold. The weights $m/\sigma$ hold for freely tumbling molecules, in the gas or in an ideal liquid mixture, and not for a crystalline precursor. The vapour need not have the composition of the source either, since isomers may differ in volatility. The counts 5 and 8 depend on none of these energies; they state which species are possible, not which are present. The numerical output lists the counts and populations used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
labelled placements, cis chelates: 480
arrangements: 120 (X trans 24, X cis 96)
geometric isomers: 5
stereoisomers: 8
from coordinates, bite 90 deg: (5, 8)
from coordinates, bite 80 deg: (5, 8)
class: operations, arrangements fixed by each
  E: 1, 120
  C3: 8, 0
  C4: 6, 0
  C2: 3, 4
  C2': 6, 10
  i: 1, 12
  S6: 8, 0
  S4: 6, 0
  sigma_h: 3, 8
  sigma_d: 6, 2
sum over rotations: 192; over all operations: 240
representatives (A1,B1),(A2,B2):
  all trans: (+x,+y) (-x,-y)
  only X trans: (+x,+y) (-y,-x)
  only A trans: (+z,-x) (-z,-y)
  only B trans: (-x,+z) (-y,-z)
  all cis: (+z,-x) (-y,-z)
pattern: group, arrangements, enantiomers m, sigma
  all trans: C2h, 12, 1, 2
  only X trans: C2v, 12, 1, 2
  only A trans: C2, 24, 2, 2
  only B trans: C2, 24, 2, 2
  all cis: C1, 48, 2, 1
pattern: linkings, rotationally distinct, AB types, X types
  all trans: 2, 1, 1, 1
  only X trans: 1, 1, 1, 1
  only A trans: 2, 2, 1, 1
  only B trans: 2, 2, 1, 1
  all cis: 1, 1, 2, 2
links cut (geometric, stereo): (5, 6)
trans-spanning allowed (geometric, stereo): (7, 11)
source temperature: 400 K, kT = 0.03447 eV
population: equal energies | all cis raised by 0.10 eV
  all trans: 10.0 % | 16.1 %
  only X trans: 10.0 % | 16.1 %
  only A trans: 20.0 % | 32.2 %
  only B trans: 20.0 % | 32.2 %
  all cis: 40.0 % | 3.5 %
offset cancelling the all-cis lead: 0.0478 eV
exchange lifetime, barrier 1.0 eV: 4.77e-01 s
exchange lifetime, barrier 1.5 eV: 9.51e+05 s
\end{verbatim}
